# Radical lifetime in a slab at surface Biot number one

## Problem

Oxygen atoms are left in molecular oxygen when a plasma between two wide, parallel metal plates is switched off. The plates are 5.0 cm apart, the pressure is 0.50 Torr and the gas temperature is 400 K. The diffusion coefficient of the atoms is taken as the round value \(D=800\ \mathrm{cm^2/s}\). Both plates remove atoms with the same loss velocity \(s=320\ \mathrm{cm/s}\), which means that the flux into the wall is \(s\) times the atom density there. Volume reactions, gas flow and side walls are ignored.

1. After the first transient the atom density decays as \(e^{-t/\tau}\). Find \(\tau\).
2. What loss probability \(\gamma\) per wall collision does \(s\) correspond to, and what value would be inferred from \(\tau\) with Chantry's additive formula?

Let \(z\) be the distance from the midplane and \(L=2.5\) cm the half-width. The surface Biot number based on the half-width is

\[
\mathrm{Bi}=\frac{sL}{D}=\frac{320\times2.5}{800}=1 .
\]

## A tempting solution

An atom must first diffuse to a wall and then react there. The two delays follow one another, so their times should add.

If the wall absorbed every atom at once, the density would vanish there. The slowest profile would be \(\cos(\pi z/2L)\), with decay time \(\Lambda^2/D\) and \(\Lambda=2L/\pi\). If diffusion were very fast, the density would be flat. A volume \(V\) with wall area \(A\) would then empty in the time \(V/(As)\), and for the slab \(V/A=L\). The sum is Chantry's additive lifetime,

\[
\tau_C=\frac{\Lambda^2}{D}+\frac{V}{As}
=\frac{L^2}{D}\left(\frac{4}{\pi^2}+\frac{1}{\mathrm{Bi}}\right)
=1.405\,\frac{L^2}{D}.
\]

With \(L^2/D=6.25/800\ \mathrm{s}=7.81\) ms this gives 11.0 ms, and the tempting conclusion is that \(\tau=11.0\) ms.

## Where the fault lies

The addition itself is sound. The fault is in the diffusion time that was put into it.

Consider the half-slab \(0<z<L\). Let \(\bar n\) be its mean density, \(n_w\) the density at the wall and \(\Gamma_w=sn_w\) the flux into the wall. In a purely exponential decay the lifetime is the number of atoms divided by their loss rate:

\[
\tau=\frac{L\bar n}{sn_w}
=\frac{L}{s}+\frac{L(\bar n-n_w)}{\Gamma_w}.
\]

The first term is the surface time. The second is the diffusion time, set by the density drop needed to drive the flux. To evaluate it, integrate the density by parts:

\[
L\bar n=\int_0^L n\,dz=Ln_w-\int_0^L z\,\frac{dn}{dz}\,dz .
\]

Since the flux is \(\Gamma(z)=-D\,dn/dz\), this says

\[
L(\bar n-n_w)=\frac1D\int_0^L z\,\Gamma(z)\,dz .
\]

The net flux through the midplane is zero, by symmetry. The flux at \(z\) therefore carries away the atoms lost from the region between 0 and \(z\). All densities decay at the same relative rate, so \(\Gamma(z)/\Gamma_w=N(z)/N(L)\), where \(N(z)=\int_0^z n\,dz'\). Hence

\[
\tau=\frac Ls+\frac1D\int_0^L z\,\frac{N(z)}{N(L)}\,dz .
\]

The diffusion time depends on the shape of the density profile. For a flat profile \(N(z)/N(L)=z/L\), and the integral gives \(L^2/(3D)\). For the perfectly absorbing wall \(N(z)/N(L)=\sin(\pi z/2L)\), and the integral gives \(4L^2/(\pi^2D)\). The second is longer because more of the atoms sit near the centre and have farther to go.

The tempting solution uses the profile of a perfectly absorbing wall, although at \(\mathrm{Bi}=1\) the wall density is far from zero. The actual profile has to be found.

## The right solution

### The decaying mode

The density obeys

\[
\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial z^2},
\qquad
-D\frac{\partial n}{\partial z}=sn\quad\text{at }z=L,
\]

with the mirror-image condition at \(z=-L\). Put \(n=f(z)e^{-t/\tau}\), so that \(Df''=-f/\tau\).

The rate \(1/\tau\) must be positive. To see this, multiply the equation by \(-f\) and integrate over the slab. Integration by parts and the two wall conditions give

\[
\frac1\tau\int_{-L}^{L}f^2dz
=D\int_{-L}^{L}(f')^2dz+s\left[f(L)^2+f(-L)^2\right]>0 .
\]

We may therefore write \(1/\tau=Dx^2/L^2\) with \(x>0\). The even solution is \(f=\cos(xz/L)\), and the wall condition becomes

\[
D\,\frac xL\sin x=s\cos x
\quad\Longrightarrow\quad
x\tan x=\frac{sL}{D}=\mathrm{Bi}.
\]

On \(0<x<\pi/2\) both \(x\) and \(\tan x\) are positive and increasing. Their product rises from zero to infinity, so it meets the value Bi once. This root gives the slowest even mode.

The odd solutions \(\sin(xz/L)\) require \(x\cot x=-\mathrm{Bi}\). The left side is not negative for \(0<x\le\pi/2\), so every odd root is larger than \(\pi/2\). Odd modes therefore decay faster than the first even mode.

### Solving \(x\tan x=1\)

Multiplication by \(\cos x\) removes the pole of the tangent:

\[
g(x)=x\sin x-\cos x=0,\qquad g'(x)=2\sin x+x\cos x .
\]

Newton's method replaces \(x\) by \(x-g/g'\). At the starting value \(x_0=\pi/4\) the sine and cosine are equal and cancel from the quotient, so

\[
x_1=\frac\pi4+\frac{1-\pi/4}{2+\pi/4}=0.86244 .
\]

The next two iterates are 0.860335 and 0.860334, and the following one agrees with the last to eight decimals. Thus \(x=0.86033\), \(x^2=0.74017\), and

\[
\tau=\frac{L^2}{Dx^2}=1.351\,\frac{L^2}{D}
=1.351\times7.81\ \mathrm{ms}=10.6\ \mathrm{ms}.
\]

This answers part 1. A finite-volume calculation of the slowest decay rate, which does not use the root equation, also gives \(1.351\,L^2/D\).

The ratio of the two lifetimes is

\[
\frac{\tau_C}{\tau}=x^2\left(\frac4{\pi^2}+1\right)
=0.74017\times1.40528=1.040 .
\]

Relative to the true slab lifetime, Chantry's value is 4.0% too long. The surface time is \(1.000\,L^2/D\) in both. The whole difference is in the diffusion time, which is \(0.351\,L^2/D\) for the actual profile and \(0.405\,L^2/D\) in the additive formula.

### The loss probability

The relation between \(s\) and \(\gamma\) follows from a nearly isotropic velocity distribution. Let \(\mu\) be the cosine of the angle between an atom's velocity and the outward normal, and give all atoms the mean thermal speed \(v\). A net flux \(\Gamma\) tilts the distribution to

\[
F(\mu)=\frac n2\left(1+\frac{3\Gamma}{nv}\mu\right),
\]

since \(v\int_{-1}^{1}\mu F\,d\mu=\Gamma\). The flux that strikes the wall is

\[
v\int_0^1\mu F\,d\mu=\frac{nv}{4}+\frac\Gamma2 .
\]

A fraction \(\gamma\) of it is lost, so \(\Gamma=\gamma(nv/4+\Gamma/2)\). Solving for \(\Gamma=sn\) gives

\[
s=\frac{\gamma v}{2(2-\gamma)},\qquad
\gamma=\frac{4s}{v+2s}.
\]

For oxygen atoms at 400 K, \(v=\sqrt{8k_BT/\pi m}=7.276\times10^4\) cm/s, where \(m\) is the atomic mass. Therefore

\[
\gamma=\frac{4\times320}{72756+640}=0.0174 .
\]

Now suppose that \(\tau\) has been measured, \(D\) is known, and Chantry's formula is used to find the wall loss. It gives

\[
\frac1{\mathrm{Bi}}=1.3510-0.4053=0.9457,
\qquad \mathrm{Bi}=1.057 ,
\]

and hence \(\gamma=0.0184\). The inferred loss probability is 5.7% too high, relative to the true one. The additive formula assigns too much time to diffusion and leaves too little for the surface.

## Other Biot numbers

For the mode \(\cos(xz/L)\), \(N(z)/N(L)=\sin(xz/L)/\sin x\). With \(u=z/L\), the diffusion time in units of \(L^2/D\) is

\[
d(x)=\int_0^1u\,\frac{\sin(xu)}{\sin x}\,du
=\frac{1-x\cot x}{x^2}.
\]

Its trend can be read from the integrand. For fixed \(0<u<1\),

\[
\frac{d}{dx}\ln\frac{\sin(xu)}{\sin x}
=\frac{xu\cot(xu)-x\cot x}{x}.
\]

The function \(y\cot y\) decreases on \(0<y<\pi/2\), because its derivative is \((\tfrac12\sin2y-y)/\sin^2y<0\). Since \(xu<x\), the expression above is positive, and \(d(x)\) increases with \(x\). It rises from \(1/3\) at small Bi towards \(4/\pi^2\) at large Bi. In this slab model Chantry's lifetime is therefore too long at every finite, positive Biot number.

The relative error vanishes at both ends. For small Bi the surface time \(1/\mathrm{Bi}\) dominates the total. For large Bi the diffusion time approaches the value that the formula assumes. A numerical search places the largest error, 5.1%, near \(\mathrm{Bi}=2.55\).

## Which lifetime is meant

The result above is the late decay time. A steady, uniform source of strength \(S\) defines another lifetime, the mean density divided by \(S\). Solving \(Dn''=-S\) with the same wall condition gives

\[
n=\frac{S}{2D}(L^2-z^2)+\frac{SL}{s},
\qquad
\frac{\bar n}{S}=\frac{L^2}{3D}+\frac Ls .
\]

At \(\mathrm{Bi}=1\) this is \(1.333\,L^2/D\), and Chantry's value lies 5.4% above it.

The late decay is reached quickly if the density is uniform at the start. The modes are orthogonal, so the share of the atoms in the first mode is

\[
\frac{\left(\int_0^1\cos xu\,du\right)^2}{\int_0^1\cos^2xu\,du}
=\frac{\sin^2x/x^2}{\frac12\left(1+\sin x\cos x/x\right)} .
\]

For \(\tan x=1/x\) we have \(\sin^2x=1/(1+x^2)\) and \(\sin x\cos x=x/(1+x^2)\). The share becomes

\[
\frac{2}{x^2(2+x^2)}=\frac{2}{0.7402\times2.7402}=0.986 .
\]

The next even mode has \(x=3.426\) and its decay rate is about 16 times that of the first. A uniform start contains no odd modes.

## How much the inputs matter

Take the logarithm of \(x\tan x=\mathrm{Bi}\) and differentiate:

\[
\frac{d\ln\mathrm{Bi}}{d\ln x}
=1+\frac{x(1+\tan^2x)}{\tan x}
=1+\frac{x^2}{\mathrm{Bi}}+\mathrm{Bi}.
\]

At \(\mathrm{Bi}=1\) this is \(2+x^2=2.740\). Since \(\tau=L^2/(Dx^2)\), a change of \(s\) at fixed \(D\) gives

\[
\frac{\partial\ln\tau}{\partial\ln s}=-\frac2{2.740}=-0.73 .
\]

An increase of \(D\) at fixed \(s\) acts directly through \(1/D\) and also lowers Bi. The result is \(-1+0.73=-0.27\). At this Biot number the lifetime is thus more sensitive to \(s\) than to \(D\): a loss velocity 20% higher shortens it by 12%, three times the error of the additive formula.

## The slab and a real reactor

The parameters are rough, illustrative values for atomic oxygen between metal walls. The loss probability of a real wall depends on its material, temperature and surface condition, so \(\gamma=0.0174\) is a value chosen to make \(\mathrm{Bi}=1\), not a property of a named metal. The assumption that moves the number most, among those sized here, is the absence of a side wall. For a cylindrical chamber of rough radius \(R=15\) cm with the same \(s\) on all walls, the mode acquires a radial factor \(J_0(yr/R)\). The side-wall condition is \(yJ_1(y)/J_0(y)=sR/D=6\), with first root \(y=2.049\). The axial and radial rates add:

\[
\frac1\tau=D\left(\frac{x^2}{L^2}+\frac{y^2}{R^2}\right),
\qquad \tau=9.1\ \mathrm{ms},
\]

which is 14% below the slab value.

The additive formula must be given the new geometry as well:

\[
\frac1{\Lambda^2}=\left(\frac{\pi}{2L}\right)^2+\left(\frac{2.405}{R}\right)^2,
\qquad
\frac VA=\left(\frac1L+\frac2R\right)^{-1}.
\]

It then gives 8.8 ms, which is 3.1% too short. The sign proved for the slab does not carry over to this cylinder. The reason is the way the two directions are combined. Taken alone, each direction has an additive lifetime that is too long: 11.0 ms instead of 10.6 ms axially, and \(R^2/(2.405^2D)+R/(2s)=72\) ms instead of \(R^2/(Dy^2)=67\) ms radially. Adding the rates that belong to 11.0 and 72 ms would give a lifetime of 9.5 ms, still too long. The formula instead combines the two diffusion rates into one diffusion time and the two surface rates into one surface time, and only then adds the times. Here this lowers the result from 9.5 to 8.8 ms, which more than cancels the original excess.

Four further effects were estimated one at a time for the slab, with the other settings held fixed:

- Pumping with a rough residence time of 0.5 s adds \(2\ \mathrm{s^{-1}}\) to the decay rate and shortens the lifetime by 2%.
- Gas 10% hotter, with \(D\) taken roughly as \(T^{1.75}\) and \(s\) unchanged, shortens it by 4%. If \(\gamma\) is held fixed instead, \(s\) rises with the thermal speed as \(\sqrt T\), and the lifetime falls by 7.5%.
- Two atoms that recombine return one molecule, so there is a net flow towards the wall. If \(c\) is the atom fraction, this flow raises the effective \(D\) by roughly the factor \(1/(1-c/2)\), the steady-state value for a molecular flux equal to minus half the atom flux. For \(c=0.10\) the lifetime falls by about 1%.
- Ozone formation, with a rough rate constant of \(5\times10^{-34}\ \mathrm{cm^6/s}\), shortens it by less than 0.1%.

The diffusion description itself is adequate here. The transport free path \(3D/v\), the free path a one-speed model needs to reproduce \(D\), is 0.033 cm, or 1.3% of \(L\); a hard-sphere estimate of the collision mean free path is shorter, about 0.02 cm. A one-speed transport calculation with isotropic scattering and diffuse re-emission from the wall gives a lifetime 0.04% longer than the diffusion result. With the simpler law \(s=\gamma v/4\) in the diffusion model, the disagreement grows to 0.6%.

For this example, then, replacing the additive formula by the root of \(x\tan x=\mathrm{Bi}\) removes a 4% error within the slab model. It gives a lifetime of that accuracy for a real chamber only if the side wall, the diffusion coefficient, the gas temperature and the wall loss are known correspondingly well.

## Computed values

```
Newton iterate 0: x = 0.78539816
Newton iterate 1: x = 0.86244346
Newton iterate 2: x = 0.86033498
Newton iterate 3: x = 0.86033359
Newton iterate 4: x = 0.86033359
x squared: 0.740174
True lifetime: 1.35103 L^2/D
Finite-volume lifetime: 1.35103 L^2/D
Chantry diffusion part 4/pi^2: 0.40528 L^2/D
Chantry lifetime: 1.40528 L^2/D
Chantry error at Bi = 1: +4.016 %
Largest slab error: +5.06 %
Largest error occurs at Bi = 2.55
Steady-source mean lifetime: 1.33333 L^2/D
Chantry vs steady source: +5.40 %
Uniform start, share in first mode: 98.61 %
Second even root: 3.42562
Second even / first decay rate: 15.85
Slowest odd root: 2.02876
d ln(tau)/d ln(s): -0.7299
d ln(tau)/d ln(D): -0.2701
Gap 2L: 5.0 cm; half-width L: 2.50 cm
Pressure: 0.50 Torr; temperature: 400 K
Diffusion coefficient (round): 800 cm2/s
Mean O-atom speed: 72756 cm/s
Wall loss velocity s: 320.0 cm/s
Loss probability gamma for Bi = 1: 0.01744
Time unit L^2/D: 7.8125 ms
True slab lifetime: 10.555 ms
Chantry slab lifetime: 10.979 ms
Bi inferred with Chantry: 1.0574
gamma inferred with Chantry: 0.01843
Free path 3D/v: 0.0330 cm; over L: 0.0132
Kinetic minus diffusion lifetime: +0.043 %
Same, with s = gamma v/4: -0.595 %
Cylinder radius (rough): 15 cm
Side Biot number: 6.00; radial root: 2.0490
True cylinder lifetime: 9.118 ms
Side-wall shift: -13.6 %
Chantry cylinder lifetime: 8.832 ms
Chantry cylinder error: -3.14 %
Pumping, residence 0.5 s (rough): -2.07 %
Gas density: 1.207e+16 cm^-3
Ozone rate constant (rough): 5e-34 cm6/s
Ozone formation shift: -0.077 %
Gas 10 % hotter, D as T^1.75 (rough): -4.13 %
Counterflow at O fraction 0.10 (rough): -1.35 %
Wall loss velocity 20 % higher: -12.1 %
```
